# Memory for 1000 silicon atoms: Gamma-only orbitals versus the Hamiltonian matrix: test program

```python
# RESULT UNDER TEST: for 1000 Si atoms at a 20 Ry cutoff, one set of occupied
# k = 0 orbitals takes about 3.3 GB, the explicit Hamiltonian hundreds of GB.
# Symbols: L cell side, V volume, G = 2 pi n / L plane-wave vectors,
# N_PW number of plane waves, N_b number of doubly occupied bands,
# M largest integer component of n. Lengths in bohr, energies in Ry,
# so that the kinetic energy is |G|^2. 1 GB = 1e9 bytes.
import numpy as np
from scipy import constants as const


def sphere_vectors(radius):
    """Integer vectors with |n| <= radius, in lexicographic order.
    Negating every vector reverses this order; n = 0 is in the middle."""
    m = int(np.floor(radius))
    axis = np.arange(-m, m + 1)
    n = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
    return n[(n**2).sum(axis=1) <= radius**2]


# ---------- silicon cell: inputs ----------
bohr = const.physical_constants["Bohr radius"][0]
a_si = const.physical_constants["lattice parameter of silicon"][0] / bohr
cutoff = 20.0
valence = 4
atoms_per_cube = 8
cubes = 5
projectors_per_atom = 4
g_max = np.sqrt(cutoff)
atoms = atoms_per_cube * cubes**3
bands = valence * atoms // 2
side = cubes * a_si
volume = side**3

# ---------- plane-wave count: enumeration against volume formula ----------
vectors = sphere_vectors(g_max * side / (2 * np.pi))
n_pw = len(vectors)
n_formula = volume * g_max**3 / (6 * np.pi**2)
assert atoms == 1000
assert abs(n_pw / n_formula - 1) < 5e-3   # discrete surface of the sphere
assert np.array_equal(vectors[::-1], -vectors)
half_vectors = vectors[n_pw // 2:]
assert not half_vectors[0].any()
n_half = len(half_vectors)

# ---------- memory from real array sizes against closed formulas ----------
orbital_bytes = np.zeros(n_half, dtype=complex).nbytes
all_orbitals = orbital_bytes * bands
row_real = np.zeros(n_pw, dtype=float).nbytes
row_complex = np.zeros(n_pw, dtype=complex).nbytes
matrix_real = row_real * n_pw
matrix_complex = row_complex * n_pw
matrix_triangle = 8 * n_pw * (n_pw + 1) // 2
assert abs(all_orbitals / (8 * bands * n_formula) - 1) < 5e-3
assert abs(matrix_real / (8 * n_formula**2) - 1) < 1e-2
assert abs(all_orbitals / 1e9 - 3.3) < 0.05
assert 100e9 < matrix_triangle < matrix_real < matrix_complex < 1000e9

# ---------- the ratio matrix / orbitals does not depend on cell size ----------
volume_per_atom = a_si**3 / atoms_per_cube
ratio_formula = 2 * volume_per_atom * g_max**3 / (6 * np.pi**2 * valence)
ratios = {}
for m in (3, 4, 5):
    count = len(sphere_vectors(g_max * m * a_si / (2 * np.pi)))
    n_at = atoms_per_cube * m**3
    stored = 16 * ((count + 1) // 2) * (valence * n_at // 2)
    ratios[n_at] = 8 * count**2 / stored
    assert abs(ratios[n_at] / ratio_formula - 1) < 1e-2

# ---------- small model: random real potential without inversion symmetry ----
rng = np.random.default_rng(7)
g = sphere_vectors(np.sqrt(6.5))
size = len(g)
m_small = int(np.abs(g).max())
width = 4 * m_small + 1
v = rng.normal(size=(width,) * 3) + 1j * rng.normal(size=(width,) * 3)
v_minus = np.roll(v[::-1, ::-1, ::-1], 1, axis=(0, 1, 2))
v = 0.15 * (v + v_minus.conj())           # v(-q) = v(q)*: real potential
difference = g[:, None, :] - g[None, :, :]
v_matrix = v[tuple(np.moveaxis(difference, -1, 0))]


def hamiltonian(k):
    return np.diag(((g + k)**2).sum(axis=1)).astype(complex) + v_matrix


def symmetry_defect(vecs):
    """Zero when every column obeys c(-G) = phase * c(G)*."""
    return np.max(1 - np.abs((vecs[::-1] * vecs).sum(axis=0)))


k_zero = np.zeros(3)
k_general = np.array([0.2, 0.1, 0.3])
h_zero = hamiltonian(k_zero)
levels, c = np.linalg.eigh(h_zero)
c_general = np.linalg.eigh(hamiltonian(k_general))[1]
defect_zero = symmetry_defect(c)
defect_general = symmetry_defect(c_general)
assert defect_zero < 1e-8
assert defect_general > 1e-2

# Remove the free phase, then obtain all overlaps from half the coefficients.
c = c * np.exp(-0.5j * np.angle((c[::-1] * c).sum(axis=0)))
assert np.allclose(c[::-1], c.conj(), atol=1e-8)
half = c[size // 2:]
overlap = 2 * (half.conj().T @ half).real - np.outer(half[0].real, half[0].real)
overlap_error = np.abs(overlap - np.eye(size)).max()
assert overlap_error < 1e-8

# Cosine and sine basis: real matrix at k = 0, complex at a general k.
u = np.zeros((size, size), dtype=complex)
centre = size // 2
u[centre, centre] = 1
for i in range(centre):
    j = size - 1 - i
    u[i, i], u[i, j] = np.sqrt(0.5), np.sqrt(0.5)
    u[j, i], u[j, j] = 1j * np.sqrt(0.5), -1j * np.sqrt(0.5)
assert np.allclose(u @ u.conj().T, np.eye(size))
h_real = u @ h_zero @ u.conj().T
imag_zero = np.abs(h_real.imag).max()
imag_general = np.abs((u @ hamiltonian(k_general) @ u.conj().T).imag).max()
assert imag_zero < 1e-12
assert imag_general > 1e-2
assert np.allclose(np.linalg.eigvalsh(h_real.real), levels)

# ---------- product H c by FFT against the explicit matrix ----------
q_axis = np.rint(np.fft.fftfreq(width) * width).astype(int)
q = np.stack(np.meshgrid(q_axis, q_axis, q_axis, indexing="ij"), -1).reshape(-1, 3)


def apply_by_fft(coeff, points):
    box = np.zeros((points,) * 3, dtype=complex)
    box[tuple((g % points).T)] = coeff
    v_box = np.zeros_like(box)
    np.add.at(v_box, tuple((q % points).T), v.ravel())
    psi_r = np.fft.ifftn(box) * points**3
    v_r = np.fft.ifftn(v_box) * points**3
    product = np.fft.fftn(v_r * psi_r) / points**3
    return (g**2).sum(axis=1) * coeff + product[tuple((g % points).T)]


trial = rng.normal(size=size) + 1j * rng.normal(size=size)
exact_product = h_zero @ trial
fft_error = np.abs(apply_by_fft(trial, 4 * m_small + 1) - exact_product).max()
alias_error = np.abs(apply_by_fft(trial, 4 * m_small) - exact_product).max()
assert fft_error < 1e-11
assert alias_error > 1e-3

# ---------- storage that replaces the matrix in the silicon cell ----------
m_si = int(np.abs(vectors).max())
grid_side = 4 * m_si + 1
potential_bytes = 8 * grid_side**3
projector_bytes = projectors_per_atom * atoms * orbital_bytes
assert potential_bytes < 0.1e9
assert potential_bytes + projector_bytes < 0.1 * matrix_triangle

# ---------- output ----------
print("SILICON CELL")
print(f"atoms: {atoms}")
print(f"cubic cells per side: {cubes}")
print(f"lattice parameter: {a_si:.4f} bohr")
print(f"cell side L: {side:.3f} bohr")
print(f"cell volume V: {volume:.0f} bohr^3")
print(f"volume per atom: {volume_per_atom:.2f} bohr^3")
print(f"cutoff energy: {cutoff:.0f} Ry")
print(f"cutoff wavevector G_max: {g_max:.4f} 1/bohr")
print(f"sphere radius in integer units: {g_max * side / (2 * np.pi):.3f}")
print(f"valence electrons per atom: {valence}")
print(f"occupied bands N_b: {bands}")
print(f"N_PW from volume formula: {n_formula:.0f}")
print(f"N_PW from enumeration: {n_pw}")
print(f"relative difference: {100 * (n_pw / n_formula - 1):.3f} %")
print(f"plane waves per atom: {n_pw / atoms:.1f}")
print(f"stored coefficients per orbital: {n_half}")
print("MEMORY (1 GB = 1e9 bytes)")
print(f"one orbital: {orbital_bytes / 1e6:.3f} MB")
print(f"all occupied orbitals: {all_orbitals / 1e9:.2f} GB")
print(f"all occupied orbitals: {all_orbitals / 2**30:.2f} GiB")
print(f"orbitals without k = 0 saving: {16 * n_pw * bands / 1e9:.2f} GB")
print(f"matrix, real, one triangle: {matrix_triangle / 1e9:.0f} GB")
print(f"matrix, real, full: {matrix_real / 1e9:.0f} GB")
print(f"matrix, complex, full: {matrix_complex / 1e9:.0f} GB")
print(f"ratio full real matrix / orbitals, formula: {ratio_formula:.1f}")
for n_at, value in ratios.items():
    print(f"same ratio, enumerated, {n_at} atoms: {value:.1f}")
print(f"largest integer component M: {m_si}")
print(f"grid points per side, 4M+1: {grid_side}")
print(f"local potential on grid: {potential_bytes / 1e6:.1f} MB")
print(f"assumed projectors per atom: {projectors_per_atom}")
print(f"all projectors if stored: {projector_bytes / 1e9:.2f} GB")
print("SMALL MODEL TESTS")
print(f"plane waves in model: {size}")
print(f"largest integer component in model: {m_small}")
print(f"symmetry defect at k = 0: {abs(defect_zero):.1e}")
print(f"symmetry defect at general k: {defect_general:.3f}")
print(f"half-set overlap error: {overlap_error:.1e}")
print(f"imaginary part of matrix, k = 0: {imag_zero:.1e} (model units)")
print(f"imaginary part, general k: {imag_general:.3f} (model units)")
print(f"FFT product error, 4M+1 points: {fft_error:.1e} (model units)")
print(f"FFT product error, 4M points: {alias_error:.3f} (model units)")
print("every check passed")
```

It prints:

```
SILICON CELL
atoms: 1000
cubic cells per side: 5
lattice parameter: 10.2631 bohr
cell side L: 51.316 bohr
cell volume V: 135130 bohr^3
volume per atom: 135.13 bohr^3
cutoff energy: 20 Ry
cutoff wavevector G_max: 4.4721 1/bohr
sphere radius in integer units: 36.525
valence electrons per atom: 4
occupied bands N_b: 2000
N_PW from volume formula: 204101
N_PW from enumeration: 204589
relative difference: 0.239 %
plane waves per atom: 204.6
stored coefficients per orbital: 102295
MEMORY (1 GB = 1e9 bytes)
one orbital: 1.637 MB
all occupied orbitals: 3.27 GB
all occupied orbitals: 3.05 GiB
orbitals without k = 0 saving: 6.55 GB
matrix, real, one triangle: 167 GB
matrix, real, full: 335 GB
matrix, complex, full: 670 GB
ratio full real matrix / orbitals, formula: 102.1
same ratio, enumerated, 216 atoms: 101.5
same ratio, enumerated, 512 atoms: 102.0
same ratio, enumerated, 1000 atoms: 102.3
largest integer component M: 36
grid points per side, 4M+1: 145
local potential on grid: 24.4 MB
assumed projectors per atom: 4
all projectors if stored: 6.55 GB
SMALL MODEL TESTS
plane waves in model: 81
largest integer component in model: 2
symmetry defect at k = 0: 1.6e-15
symmetry defect at general k: 0.992
half-set overlap error: 2.5e-13
imaginary part of matrix, k = 0: 7.3e-16 (model units)
imaginary part, general k: 1.800 (model units)
FFT product error, 4M+1 points: 1.1e-14 (model units)
FFT product error, 4M points: 2.729 (model units)
every check passed
```
